Band Edges of Scarf's Crystal and the Matching Behind Them

**1. Result and conventions**

A particle of mass m moves in a one-dimensional crystal with lattice constant L. Let x be π/L times the position, and measure energy in units of ħ²π²/(2mL²). (The numerical output writes the lattice constant as a; here a is a reflection coefficient.) The Schrödinger equation is

−ψ″ − (1/4 − s²)/sin²x · ψ = Eψ, 0 < s < 1/2. (1)

The potential has period π and an attractive inverse-square singularity at every multiple of π. With Scarf's matching across the singularities, stated in section 2, the allowed energies are the bands

(n + 1/2 − s)² ≤ E ≤ (n + 1/2 + s)², n = 0, 1, 2, … (2)

and the Bloch phase θ, defined by ψ(x + π) = e^{iθ}ψ(x), obeys

cos θ = cos(π√E)/sin(πs). (3)

The matching is a separate assumption. Equation (1) alone does not fix the band edges, and section 8 shows how other treatments of the singularity change them.

**2. The singularity and the matching**

Near x = 0 the potential is −(1/4 − s²)/x². Inserting ψ = |x|^ν and keeping the most singular terms gives

ν(ν − 1) = s² − 1/4, so ν = 1/2 − s or ν = 1/2 + s.

Both powers are square integrable at the origin, since |x|^{1−2s} and |x|^{1+2s} have finite integrals there. Normalizability therefore rejects neither solution, and a rule must say how the two sides are joined. On each side write, to leading order in each of the two series,

ψ = A|x|^{1/2−s} + B|x|^{1/2+s}, (4)

with amplitudes A₋, B₋ on the left and A₊, B₊ on the right. The corrections to each series carry a relative factor x². They do not mix with the second power in (4), because 2s < 2.

Consider linear rules that transmit current, and impose four requirements.

1. No new length. If ψ(x) solves the leading-order equation, so does ψ(ℓx), whose amplitudes are ℓ^{1/2−s}A and ℓ^{1/2+s}B. A rule that holds for every ℓ cannot mix A with B, so A₊ = pA₋ and B₊ = qB₋.
2. Time reversal. The numbers p and q are taken real.
3. Current conservation. With r = |x|, the two powers have the Wronskian r^{1/2−s}(r^{1/2+s})′ − (r^{1/2−s})′r^{1/2+s} = 2s, so Im(ψ*dψ/dr) = 2s Im(A*B). On the right d/dx = d/dr, and on the left d/dx = −d/dr. Equal currents require Im(A₊*B₊) = −Im(A₋*B₋), hence pq = −1.
4. Reflection symmetry. Exchanging the sides must give the same rule, so p² = q² = 1.

Two rules remain, (p, q) = (1, −1) and (−1, 1). They differ by an overall sign of ψ at each singularity, which shifts θ by π and leaves the energies unchanged. Scarf's matching is taken as the first:

A₊ = A₋, B₊ = −B₋. (5)

At s = 1/2 the powers are 1 and |x|. Then A = ψ(0), B₊ = ψ′(0⁺) and B₋ = −ψ′(0⁻), so (5) becomes the usual continuity of ψ and ψ′.

**3. Reflection within one cell**

On 0 < x < π let u₁ and u₂ be the solutions that start as x^{1/2−s} and x^{1/2+s}. Equation (1) has no first-derivative term, so their Wronskian is constant:

u₁u₂′ − u₁′u₂ = 2s. (6)

The potential is symmetric about π/2. Hence u₁(π − x) and u₂(π − x) are also solutions, and one can write

u₁(x) = a u₁(π − x) + b u₂(π − x),
u₂(x) = c u₁(π − x) + d u₂(π − x). (7)

Evaluate the first line and its derivative at x = π/2. From here to the end of this section u₁, u₂ and their derivatives denote values at that point:

u₁ = a u₁ + b u₂, u₁′ = −a u₁′ − b u₂′.

Multiply the first equation by u₂′, the second by u₂, and add. The b terms cancel, leaving u₁u₂′ + u₁′u₂ = a(u₁u₂′ − u₁′u₂). Multiplying instead by u₁′ and u₁ and adding cancels the a terms, leaving 2u₁u₁′ = −b(u₁u₂′ − u₁′u₂). With (6),

a = (u₁u₂′ + u₁′u₂)/(2s), b = −u₁u₁′/s. (8)

The second line of (7) gives u₂ = c u₁ + d u₂ and u₂′ = −c u₁′ − d u₂′. The same two combinations yield

c = u₂u₂′/s, d = −a. (9)

Finally, set P = u₁u₂′ and Q = u₁′u₂, so that P − Q = 2s. Then

a² + bc = [(P + Q)² − 4PQ]/(4s²) = (P − Q)²/(4s²) = 1. (10)

**4. From one cell to the next**

In the cell 0 < x < π put ψ = Au₁ + Bu₂. By (7), the amplitudes just left of x = π are

A₋ = aA + cB, B₋ = bA − aB.

The matching (5) keeps the first and reverses the second. The amplitudes in the next cell are therefore

A_next = aA + cB, B_next = −bA + aB. (11)

This 2 × 2 matrix has determinant a² + bc = 1 and trace 2a. For a Bloch state its eigenvalues are e^{iθ} and e^{−iθ}, whose sum is 2cos θ. Therefore

cos θ = a(E). (12)

Energies with |a| ≤ 1 are allowed. At an edge a² = 1, so (10) requires bc = 0. If b = 0, the state u₁ alone returns to itself up to a sign. If c = 0, u₂ does. An edge state thus has one pure power at both ends of the cell.

**5. Calculation of a(E)**

Let λ = √E and μ = 1/2 + s, so that μ(μ − 1) = s² − 1/4. Write ψ = (sin x)^μ f. Differentiating twice,

ψ″ = (sin x)^μ [f″ + 2μ cot x f′ + (μ²cot²x − μ/sin²x) f],

and μ²cot²x − μ/sin²x = μ(μ − 1)/sin²x − μ². The singular term cancels the potential in (1), and

f″ + 2μ cot x f′ + (λ² − μ²) f = 0. (13)

Take z = sin²(x/2) as variable. Then dz/dx = (sin x)/2, so

(dz/dx)² = z(1 − z), d²z/dx² = (1 − 2z)/2, cot x dz/dx = (1 − 2z)/2.

Equation (13) becomes

z(1 − z)f_zz + (μ + 1/2)(1 − 2z)f_z − (μ² − λ²)f = 0.

This is the hypergeometric equation with parameters μ + λ, μ − λ and μ + 1/2 = 1 + s. The solution regular at z = 0 gives

u₂(x) = (sin x)^{1/2+s} F(1/2 + s + λ, 1/2 + s − λ; 1 + s; z). (14)

Reflection about π/2 exchanges z and 1 − z. The standard connection formula for α, β, γ reads

F(α, β; γ; z) = Γ(γ)Γ(γ−α−β)/[Γ(γ−α)Γ(γ−β)] · F(α, β; α+β−γ+1; 1−z)
+ (1−z)^{γ−α−β} Γ(γ)Γ(α+β−γ)/[Γ(α)Γ(β)] · F(γ−α, γ−β; γ−α−β+1; 1−z).

Here γ − α = 1/2 − λ, γ − β = 1/2 + λ, γ − α − β = −s and α + β − γ + 1 = 1 + s. The first term, multiplied by (sin x)^{1/2+s}, is a multiple of u₂(π − x). Its coefficient is d = −a:

−a = Γ(1 + s)Γ(−s)/[Γ(1/2 − λ)Γ(1/2 + λ)].

The identity Γ(t)Γ(1 − t) = π/sin(πt) gives −π/sin(πs) for the numerator (t = −s) and π/cos(πλ) for the denominator (t = 1/2 + λ). Hence

a = cos(πλ)/sin(πs), (15)

which with (12) is the dispersion relation (3).

The second term gives c. With y = π − x small, 1 − z ≈ y²/4, so (sin x)^{1/2+s}(1 − z)^{−s} ≈ 4^s y^{1/2−s}. Therefore

c = 4^s Γ(1 + s)Γ(s)/[Γ(1/2 + s + λ)Γ(1/2 + s − λ)]. (16)

Changing s to −s exchanges u₁ with u₂, and so turns c into b.

**6. The band edges**

For E ≥ 0 the condition |a| ≤ 1 is |cos πλ| ≤ sin πs. Write λ = n + 1/2 + δ with |δ| ≤ 1/2; these intervals cover all λ ≥ 0. Since cos(π(n + 1/2)) = 0 and sin(π(n + 1/2)) = (−1)ⁿ,

cos πλ = −(−1)ⁿ sin πδ.

The condition becomes |sin πδ| ≤ sin πs. The sine increases on [−π/2, π/2], so this means |δ| ≤ s, and squaring λ gives (2).

For E < 0 put λ = iκ. Then a = cosh(πκ)/sin(πs) > 1, so there are no negative bands.

The Gamma functions identify the edge states. For λ ≥ 0, c vanishes when 1/2 + s − λ = −n, which is the upper edge λ = n + 1/2 + s. Likewise b vanishes at the lower edge λ = n + 1/2 − s. In both cases the hypergeometric series terminates. Inside a cell the edge states are

ψ = (sin x)^μ C_n^{(μ)}(cos x), E = (n + μ)², (17)

with C_n^{(μ)} a Gegenbauer polynomial, μ = 1/2 − s for lower edges and μ = 1/2 + s for upper ones. For n = 0 this follows at once from (13): a constant f requires λ² = μ².

The widths and gaps are

(n + 1/2 + s)² − (n + 1/2 − s)² = 2s(2n + 1),
(n + 3/2 − s)² − (n + 1/2 + s)² = 2(n + 1)(1 − 2s). (18)

All gaps are open for s < 1/2.

**7. Two limits and a hidden repulsion**

As s → 0 the bands become narrow. Equation (3) gives sin πδ = −(−1)ⁿ sin(πs) cos θ, so δ ≈ −(−1)ⁿ s cos θ and, to first order in s,

E ≈ (n + 1/2)² − (−1)ⁿ(2n + 1)s cos θ.

This is a tight-binding cosine band of width 2s(2n + 1). At s = 0 itself the two powers coincide, a logarithm appears, and (5) would have to be defined anew.

As s → 1/2 the potential vanishes, (3) becomes cos θ = cos πλ, and the gaps close. The approach is instructive. Put η = 1/2 − s and N = n + 1. The strength is 1/4 − s² ≈ η, and the gap near E = N² lies between (N − η)² and (N + η)². The lower of these belongs to the free state sin Nx. First-order perturbation theory gives its shift as

−η ∫₀^π (sin²Nx/sin²x)dx / ∫₀^π sin²Nx dx = −η · Nπ/(π/2) = −2Nη,

in agreement with (N − η)² ≈ N² − 2Nη. The partner cos Nx moves up by 2Nη, although the potential is negative everywhere. Its first-order integral diverges, so naive perturbation theory does not apply to it.

The bottom of the spectrum, (1/2 − s)² > 0, shows the same thing. In an ordinary bounded potential that is nowhere positive, a constant trial function gives an energy at or below zero. The matching (5) thus acts like a repulsion concentrated at each singularity.

**8. What a finite core does**

Replace the potential in |x| < ε by a constant, with ψ and ψ′ continuous. States even or odd about the core have a definite D = εψ′/ψ at x = ε. With (4) outside,

D = [(1/2 − s)Aε^{−s} + (1/2 + s)Bε^{s}]/[Aε^{−s} + Bε^{s}],

and solving for the ratio,

A/B = ε^{2s}(1/2 + s − D)/(D − 1/2 + s). (19)

If D tends to any value other than 1/2 − s, then A/B → 0 at least as fast as ε^{2s}. The matching (5) requires A = 0 for odd states but B = 0 for even ones. The even states therefore need a tuned core, in which D − 1/2 + s vanishes faster than ε^{2s}.

**A tuned barrier.** A barrier of height y²/ε² has the even solution cosh(yx/ε) when E is neglected inside it, so D = y tanh y. Choose y tanh y = 1/2 − s. The remaining mismatch in D is of order ε², hence B/A is of order ε^{2−2s} and vanishes. The odd solution has D = y coth y > 1/2 − s, so A/B vanishes as ε^{2s}. Both parities then approach (5).

**A flattened well.** If the attractive potential is instead held inside the core at its value at x = ε, then at fixed E the even state has D → −k tan k < 0 and the odd state has D → k cot k, where k² = 1/4 − s². Since k < 1/2, the odd value exceeds 0.9, so neither limit equals 1/2 − s. By (19) both parities lose their A component. The singularities become impenetrable in the limit, and the ordinary first band shrinks onto (1/2 + s)². For the example below, a further even state falls as E = −w/ε². Near the core, scaling x by ε removes ε from the equation. The decaying outer solution is √x K_s(√w x/ε), with K_s the modified Bessel function, and w follows from

1/2 + √w K_s′(√w)/K_s(√w) = −q tan q, q² = 1/4 − s² − w.

**A matching with a length.** Let A₊ = A₋ and B₊ = −B₋ + gA₋. The trace of the cell matrix gains gc, so cos θ = a + gc/2. By (6), (8) and (9), with values at π/2,

cos θ − 1 = u₂(u₁′ + gu₂′/2)/s, cos θ + 1 = u₂′(u₁ + gu₂/2)/s.

At the zeros of u₂ and u₂′, which are the energies (n + 1/2 + s)², cos θ stays at 1 or −1 for every g. The other edges move with g. At particular negative values of g, one of them meets a fixed edge and the gap there closes.

**9. Worked example: s = 0.3**

This is a round model parameter and represents no material. The strength is 1/4 − 0.09 = 0.16. The first band runs from (0.5 − 0.3)² = 0.04 to (0.5 + 0.3)² = 0.64, the second from 1.2² = 1.44 to 1.8² = 3.24, and the third from 2.2² = 4.84 to 2.8² = 7.84. The widths are 0.6, 1.8 and 3.0, and the gaps between these bands are 0.8 and 1.6, as (18) gives. Direct integration of (1), scanned from E = −3 to 9, finds these six edges and no others.

At E = 0.25 the integrated cos θ is zero, so θ = π/2 there. At E = 0.5 it is −0.749, inside the band. At E = 1 it is −1.236, inside the first gap. At E = 0 it is 1.236, below the first band.

The treatment of the core matters more than any of these digits:

- The tuned barrier has y = 0.4627. At ε = 10⁻³ it gives a first band from 0.0400 to 0.6435, and at 10⁻⁵ from 0.0400 to 0.6402. Between these two core sizes the error of the upper edge is multiplied by 0.0628, against 0.0631 from the ε^{2s} law.
- The flattened well gives an ordinary first band of width 0.0284 at ε = 10⁻³ and 0.0017 at 10⁻⁵, near E = 0.64. The ratio 0.0602 is about 5% below the leading-order law. The diving state lies at E = −114 for ε = 0.02 and at −456 for ε = 0.01. Both correspond to w ≈ 0.0456, the value for an isolated singularity.
- With the added term g = 0.5, the first band runs from 0.141 to 0.640. Its lower edge has moved by 0.101 and its upper edge has stayed.

Leaving the diving state aside, the same potential outside the core can therefore support a first band of width 0.6, a narrower or a wider one, or one that closes as ε → 0, depending on the core. The edges (2) describe the crystal defined by (1) and (5) together. The remaining values are in the numerical output.

Values computed for the example and the checks

```
All energies in units of hbar^2 pi^2/(2 m a^2); x dimensionless
s = 0.30, strength 1/4 - s^2 = 0.1600
largest error of a, b, c over three s values = 2.1e-07
edge scan window: E = -3.0 to 9.0, edges found = 6
band 0: integrated 0.04000 to 0.64000; formula 0.0400 to 0.6400; width 0.6000
band 1: integrated 1.44000 to 3.24000; formula 1.4400 to 3.2400; width 1.8000
band 2: integrated 4.84000 to 7.84000; formula 4.8400 to 7.8400; width 3.0000
gap above band 0 = 0.8000
gap above band 1 = 1.6000
E = -1.00: cos(theta) integrated 14.32844, formula 14.32844
E = 0.00: cos(theta) integrated 1.23607, formula 1.23607
E = 0.25: cos(theta) integrated -0.00000, formula 0.00000
E = 0.50: cos(theta) integrated -0.74869, formula -0.74869
E = 1.00: cos(theta) integrated -1.23607, formula -1.23607
largest residual of edge functions, n = 0 to 3: 3.2e-30
modified matching g = 0.50: first band 0.14069 to 0.64000
tuned barrier: y = 0.46268, height*eps^2 = 0.21407
tuned core eps = 1e-03: first band 0.040002 to 0.643478
tuned core eps = 1e-04: first band 0.040000 to 0.640870
tuned core eps = 1e-05: first band 0.040000 to 0.640218
flattened core eps = 1e-03: band 0.642188 to 0.670612, width 0.028424
flattened core eps = 1e-04: band 0.640548 to 0.647428, width 0.006880
flattened core eps = 1e-05: band 0.640138 to 0.641850, width 0.001712
eps 1e-3 to 1e-5: upper-edge error ratio (tuned) 0.0628
  width ratio (flattened) 0.0602, eps^(2s) law 0.0631
diving level, eps = 0.02: w = 0.045625, E = -114.062
diving level, eps = 0.01: w = 0.045609, E = -456.086
diving level, isolated singularity: w = 0.045603
```
